# Random molecular orientation does not remove a liquid's surface potential step: a numerical check

```python
"""
Result under test: a liquid of neutral molecules, isotropically oriented about
a stated centre at every depth, has the mean electrostatic potential step
    phi(liquid) - phi(vacuum) = - n * Theta / (6 * epsilon_0),
    Theta = integral of r^2 * (molecular charge density), r from that centre.
n is the bulk number density. The outward normal is +z. A surface dipole
density P_z adds -(integral of P_z dz)/epsilon_0.
Internal units: length nm, charge e, potential V.
A site is (charge, position, Gaussian width); width zero means a point charge.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.special import erf, erfc

E_OVER_EPS0 = constants.e / constants.epsilon_0 * 1e9      # V nm
BULK_DENSITY = 33.0                                     # nm^-3
CLOUD_WIDTH = 0.04                                      # nm
CORE_WIDTH = 0.02                                       # nm
HYDROGEN_ELECTRONS = 0.6
HEAVY = np.zeros(3)
LIGHT_1 = np.array([0.08, 0.0, 0.06])
LIGHT_2 = np.array([-0.08, 0.0, 0.06])


def build_molecule(cloud_width=CLOUD_WIDTH, core_width=0.0,
                   light_electrons=HYDROGEN_ELECTRONS):
    return [(6.0, HEAVY, core_width), (1.0, LIGHT_1, 0.0),
            (1.0, LIGHT_2, 0.0),
            (-(8.0 - 2 * light_electrons), HEAVY, cloud_width),
            (-light_electrons, LIGHT_1, cloud_width),
            (-light_electrons, LIGHT_2, cloud_width)]


def second_moment(sites, centre=HEAVY):
    return sum(q * (np.sum((pos - centre)**2) + 3 * width**2)
               for q, pos, width in sites)


def step_from_moment(moment, density=BULK_DENSITY):
    return -E_OVER_EPS0 * density * moment / 6


# Quadrature over directions of the surface normal seen from the molecule.
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
spin_angles = 2 * np.pi * (np.arange(8) + 0.3) / 8
directions = []
for cosine, weight in zip(cos_nodes, cos_weights):
    sine = np.sqrt(1 - cosine**2)
    for angle in spin_angles:
        normal = np.array([sine*np.cos(angle), sine*np.sin(angle), cosine])
        directions.append((normal, weight / 16))

hermite_x, hermite_w = np.polynomial.hermite.hermgauss(9)
hermite_w = hermite_w / np.sqrt(np.pi)
z = np.linspace(-2.5, 2.5, 1001)


def narrow_profile(x):
    return BULK_DENSITY * erfc(x / 0.05) / 2


def wide_profile(x):
    return BULK_DENSITY * erfc(x / 0.20) / 2


def layered_profile(x):
    ripple = 1 + 0.4 * np.cos(2*np.pi*x/0.3) * np.exp(-(x/0.5)**2)
    return BULK_DENSITY * erfc(x / 0.10) / 2 * ripple


def surface_window(x):
    return np.exp(-(x / 0.15)**2)


def poisson_potential(sites, profile, centre=HEAVY, polar=0.0, axial=0.0):
    """Build the plane-averaged charge and integrate Poisson from vacuum."""
    charge = np.zeros_like(z)
    for normal, weight in directions:
        cosine = normal[2]

        def oriented_density(x):
            window = surface_window(x)
            order = 1 + 3 * polar * window * cosine
            order += 5 * axial * window * (3 * cosine**2 - 1) / 2
            return profile(x) * order

        for q, position, width in sites:
            shift = np.dot(position - centre, normal)
            if width == 0:
                charge += weight * q * oriented_density(z - shift)
            else:
                for node, node_weight in zip(hermite_x, hermite_w):
                    offset = shift + np.sqrt(2) * width * node
                    charge += (weight * q * node_weight
                               * oriented_density(z - offset))
    spacing = z[1] - z[0]
    slope = E_OVER_EPS0 * cumulative_trapezoid(
        charge[::-1], dx=spacing, initial=0)
    potential = -cumulative_trapezoid(slope, dx=spacing, initial=0)
    return potential[::-1]


cloud_model = build_molecule()
smeared_core_model = build_molecule(core_width=CORE_WIDTH)
point_model = build_molecule(cloud_width=0.0)
models = [("full clouds", cloud_model),
          ("smeared heavy core", smeared_core_model),
          ("point sites", point_model)]
dipole = sum(q * position for q, position, width in cloud_model)
moment = second_moment(cloud_model)
step = step_from_moment(moment)
assert abs(sum(site[0] for site in cloud_model)) < 1e-12

# Second moment and outside potential from an explicit 3D electron density.
axis = np.linspace(-0.4, 0.4, 81)
volume = (axis[1] - axis[0])**3
gx, gy, gz = np.meshgrid(axis, axis, axis, indexing="ij")
electron_density = np.zeros_like(gx)
for q, position, width in cloud_model:
    if width > 0:
        distance2 = ((gx-position[0])**2 + (gy-position[1])**2
                     + (gz-position[2])**2)
        electron_density += (q * np.exp(-distance2 / (2*width**2))
                             / (2*np.pi*width**2)**1.5)
grid_moment = np.sum(electron_density * (gx**2 + gy**2 + gz**2)) * volume
grid_moment += sum(q * np.dot(pos, pos)
                   for q, pos, width in cloud_model if width == 0)
assert abs(grid_moment - moment) < 1e-7
probe = np.array([0.5, 0.3, 0.6])
probe_distance = np.sqrt((gx-probe[0])**2 + (gy-probe[1])**2
                         + (gz-probe[2])**2)
outside_cloud = np.sum(electron_density / probe_distance) * volume
outside_cloud += sum(q / np.linalg.norm(probe - pos)
                     for q, pos, width in cloud_model if width == 0)
outside_point = sum(q / np.linalg.norm(probe - pos)
                    for q, pos, width in point_model)
outside_cloud *= E_OVER_EPS0 / (4*np.pi)
outside_point *= E_OVER_EPS0 / (4*np.pi)
assert abs(outside_cloud - outside_point) < 1e-6

# Three density profiles must give the same step.
profile_steps = []
for profile in (narrow_profile, wide_profile, layered_profile):
    potential = poisson_potential(cloud_model, profile)
    assert abs(potential[0] - potential[60]) < 1e-5
    assert abs(potential[0] - step) < 1e-5
    profile_steps.append(potential[0])

# Same outside field, different spherical moments, different steps.
model_steps = []
for name, sites in models:
    direct_step = poisson_potential(sites, narrow_profile)[0]
    assert abs(direct_step - step_from_moment(second_moment(sites))) < 1e-5
    model_steps.append(direct_step)

# The short-range core potential restores the average lost by smearing.
radial_integral = quad(lambda r: r * erfc(r / (np.sqrt(2)*CORE_WIDTH)),
                       0, 20 * CORE_WIDTH)[0]
core_correction = E_OVER_EPS0 * BULK_DENSITY * 6 * radial_integral
assert abs(model_steps[0] - model_steps[1] - core_correction) < 1e-5

# Surface polar order adds a dipole step; surface axial order does not.
polar_order = 0.10
surface_dipole = trapezoid(narrow_profile(z) * polar_order
                           * surface_window(z) * dipole[2], z)
dipole_step = -E_OVER_EPS0 * surface_dipole
polar_step = poisson_potential(cloud_model, narrow_profile,
                               polar=polar_order)[0]
axial_step = poisson_potential(cloud_model, narrow_profile, axial=0.10)[0]
assert abs(polar_step - step - dipole_step) < 1e-5
assert abs(axial_step - step) < 1e-5

# Isotropy about another centre is a different physical surface.
midpoint = (LIGHT_1 + LIGHT_2) / 2
mass_centre = (LIGHT_1 + LIGHT_2) / 18       # round masses 16, 1, 1
centre_steps = []
for centre in (midpoint, mass_centre):
    direct_step = poisson_potential(cloud_model, narrow_profile,
                                    centre=centre)[0]
    shifted_moment = moment - 2 * np.dot(centre, dipole)
    assert abs(direct_step - step_from_moment(shifted_moment)) < 1e-5
    centre_steps.append(direct_step)

# One surface described from two centres must keep one total step.
apparent_polarization = sum(
    weight * np.dot(dipole, normal)
    * narrow_profile(z - np.dot(midpoint, normal))
    for normal, weight in directions)
apparent_dipole = trapezoid(apparent_polarization, z)
assert abs(apparent_dipole
           - BULK_DENSITY * np.dot(midpoint, dipole) / 3) < 1e-6
apparent_dipole_step = -E_OVER_EPS0 * apparent_dipole
midpoint_moment = second_moment(cloud_model, midpoint)
redescribed_step = apparent_dipole_step + step_from_moment(midpoint_moment)
assert abs(redescribed_step - profile_steps[0]) < 1e-5

# Orientation-averaged potential around one molecule, from Coulomb's law.
u_nodes, u_weights = np.polynomial.legendre.leggauss(400)
u_nodes = (u_nodes + 1) / np.sqrt(2)
u_weights = u_weights / np.sqrt(2)


def averaged_potential(radius):
    total = 0.0
    for q, position, width in cloud_model:
        site_radius = np.linalg.norm(position)
        distance = np.sqrt((radius - site_radius)**2
                           + 2 * radius * site_radius * u_nodes**2)
        kernel = 1 / distance
        if width > 0:
            kernel = kernel * erf(distance / (np.sqrt(2) * width))
        total += q * np.sum(u_weights * u_nodes * kernel)
    return E_OVER_EPS0 * total / (4 * np.pi)


radial_nodes, radial_weights = np.polynomial.legendre.leggauss(60)
potential_volume = 0.0
light_distance = np.linalg.norm(LIGHT_1)
for lower, upper in ((0.0, light_distance), (light_distance, 0.5)):
    half = (upper - lower) / 2
    for node, weight in zip(radial_nodes, radial_weights):
        radius = lower + half * (node + 1)
        potential_volume += (half * weight * 4 * np.pi * radius**2
                             * averaged_potential(radius))
volume_average = BULK_DENSITY * potential_volume
assert abs(volume_average - step) < 1e-4
outside_average = averaged_potential(0.4)
assert abs(outside_average) < 1e-8

# Sizes of effects left out of the simple isotropic, fixed-charge model.
layer_thickness = 0.3
full_alignment = (E_OVER_EPS0 * BULK_DENSITY * layer_thickness * dipole[2])
cancelling_cosine = step / full_alignment
density_change = step_from_moment(moment, 1.02 * BULK_DENSITY) - step
wider_sites = build_molecule(cloud_width=1.05 * CLOUD_WIDTH)
width_change = step_from_moment(second_moment(wider_sites)) - step
transfer_sites = build_molecule(light_electrons=HYDROGEN_ELECTRONS - 0.1)
transfer_change = step_from_moment(second_moment(transfer_sites)) - step
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
inner_shell_moment = -2 * 3 * bohr_nm**2 / 8**2
inner_shell_change = step_from_moment(inner_shell_moment)
debye = 1e-21 / constants.c

print(f"e/epsilon_0: {E_OVER_EPS0:.4f} V nm")
print(f"Bulk number density: {BULK_DENSITY:.1f} nm^-3")
print("Heavy core charge: %.1f e; each light core: %.1f e"
      % (cloud_model[0][0], cloud_model[1][0]))
print("Light core 1 position x,y,z: %.3f, %.3f, %.3f nm" % tuple(LIGHT_1))
print("Light core 2 position x,y,z: %.3f, %.3f, %.3f nm" % tuple(LIGHT_2))
print(f"Heavy-to-light distance: {light_distance:.3f} nm")
print(f"Cloud charge on heavy site: {cloud_model[3][0]:.2f} e")
print(f"Cloud charge on each light site: {cloud_model[4][0]:.2f} e")
print(f"Gaussian cloud width: {CLOUD_WIDTH:.3f} nm")
print(f"Smeared heavy-core width: {CORE_WIDTH:.3f} nm")
print(f"Molecular dipole: {dipole[2]:.4f} e nm")
print(f"Molecular dipole, converted: "
      f"{dipole[2]*constants.e*1e-9/debye:.3f} D")
print(f"Second moment about heavy site, formula: {moment:.6f} e nm^2")
print(f"Second moment about heavy site, 3D grid: {grid_moment:.6f} e nm^2")
print(f"Second moment, converted: {moment*constants.e*1e-18:.4e} C m^2")
print(f"Potential step from moment: {step:.5f} V")
for name, value in zip(("narrow", "wide", "layered"), profile_steps):
    print(f"Poisson step, {name} density profile: {value:.5f} V")
for (name, sites), value in zip(models, model_steps):
    print(f"{name}: moment {second_moment(sites):.6f} e nm^2")
    print(f"{name}: Poisson step {value:.5f} V")
print("Outside probe position x,y,z: %.1f, %.1f, %.1f nm" % tuple(probe))
print(f"Outside potential, full clouds: {outside_cloud:.6f} V")
print(f"Outside potential, point sites: {outside_point:.6f} V")
print(f"Average restored by short-range core potential: "
      f"{core_correction:.5f} V")
print(f"Peak mean cosine in surface-order test: {polar_order:.2f}")
print(f"Added dipole step in that test: {dipole_step:.5f} V")
print(f"Total Poisson step in that test: {polar_step:.5f} V")
print(f"Poisson step with surface axial order only: {axial_step:.5f} V")
print(f"Light-site midpoint distance from heavy site: {midpoint[2]:.5f} nm")
print(f"Second moment about midpoint: {midpoint_moment:.6f} e nm^2")
print(f"Step if isotropic about midpoint: {centre_steps[0]:.5f} V")
print(f"Mass-centre distance from heavy site: {mass_centre[2]:.5f} nm")
print(f"Step if isotropic about mass centre: {centre_steps[1]:.5f} V")
print(f"Original surface seen from midpoint, dipole part: "
      f"{apparent_dipole_step:.5f} V")
print(f"Original surface seen from midpoint, total: "
      f"{redescribed_step:.5f} V")
for radius in (0.05, 0.10, 0.20):
    print(f"Orientation-averaged potential at {radius:.2f} nm: "
          f"{averaged_potential(radius):.5f} V")
print(f"Its magnitude at 0.40 nm: {abs(outside_average):.8f} V")
print(f"Density times its volume integral: {volume_average:.5f} V")
print(f"Surface layer thickness for estimates: {layer_thickness:.2f} nm")
print(f"Step magnitude for full layer alignment: {full_alignment:.3f} V")
print(f"Step magnitude per 0.01 mean cosine: {0.01*full_alignment:.4f} V")
print(f"Outward mean cosine that cancels step: {cancelling_cosine:.4f}")
print(f"Step change for 2 percent higher density: {density_change:.4f} V")
print(f"Step change for 5 percent wider clouds: {width_change:.4f} V")
print(f"Step change, 0.1 electron moved from each light site: "
      f"{transfer_change:.4f} V")
print(f"Step added by hydrogenic 1s pair, Z=8: {inner_shell_change:.4f} V")
print("every check passed")
```

Running it gives:

```
e/epsilon_0: 18.0951 V nm
Bulk number density: 33.0 nm^-3
Heavy core charge: 6.0 e; each light core: 1.0 e
Light core 1 position x,y,z: 0.080, 0.000, 0.060 nm
Light core 2 position x,y,z: -0.080, 0.000, 0.060 nm
Heavy-to-light distance: 0.100 nm
Cloud charge on heavy site: -6.80 e
Cloud charge on each light site: -0.60 e
Gaussian cloud width: 0.040 nm
Smeared heavy-core width: 0.020 nm
Molecular dipole: 0.0480 e nm
Molecular dipole, converted: 2.306 D
Second moment about heavy site, formula: -0.030400 e nm^2
Second moment about heavy site, 3D grid: -0.030400 e nm^2
Second moment, converted: -4.8706e-39 C m^2
Potential step from moment: 3.02551 V
Poisson step, narrow density profile: 3.02551 V
Poisson step, wide density profile: 3.02551 V
Poisson step, layered density profile: 3.02551 V
full clouds: moment -0.030400 e nm^2
full clouds: Poisson step 3.02551 V
smeared heavy core: moment -0.023200 e nm^2
smeared heavy core: Poisson step 2.30894 V
point sites: moment 0.008000 e nm^2
point sites: Poisson step -0.79619 V
Outside probe position x,y,z: 0.5, 0.3, 0.6 nm
Outside potential, full clouds: 0.073953 V
Outside potential, point sites: 0.073953 V
Average restored by short-range core potential: 0.71657 V
Peak mean cosine in surface-order test: 0.10
Added dipole step in that test: -0.38102 V
Total Poisson step in that test: 2.64448 V
Poisson step with surface axial order only: 3.02551 V
Light-site midpoint distance from heavy site: 0.06000 nm
Second moment about midpoint: -0.036160 e nm^2
Step if isotropic about midpoint: 3.59876 V
Mass-centre distance from heavy site: 0.00667 nm
Step if isotropic about mass centre: 3.08920 V
Original surface seen from midpoint, dipole part: -0.57325 V
Original surface seen from midpoint, total: 3.02551 V
Orientation-averaged potential at 0.05 nm: 30.55917 V
Orientation-averaged potential at 0.10 nm: 3.97349 V
Orientation-averaged potential at 0.20 nm: 0.00695 V
Its magnitude at 0.40 nm: 0.00000000 V
Density times its volume integral: 3.02551 V
Surface layer thickness for estimates: 0.30 nm
Step magnitude for full layer alignment: 8.599 V
Step magnitude per 0.01 mean cosine: 0.0860 V
Outward mean cosine that cancels step: 0.3519
Step change for 2 percent higher density: 0.0605 V
Step change for 5 percent wider clouds: 0.3917 V
Step change, 0.1 electron moved from each light site: -0.1990 V
Step added by hydrogenic 1s pair, Z=8: 0.0261 V
every check passed
```
